# Why g anisotropy alone does not fix the zero-field splitting

Suppose a multiconfigurational calculation on a six-coordinate d$^8$ ion has produced the triplet ground term and all the excited triplets. The g tensor is in hand, and the axial zero-field splitting $D$ is wanted next. The practical question is whether the excited singlets must also be computed. If the relation

$$D=\tfrac12\lambda\,(g_\parallel-g_\perp) \qquad (1)$$

were general, they could be skipped: $D$ would follow from the g tensor and the spin-orbit constant $\lambda$ of the term. The same decision arises in reverse when $\lambda$ is extracted from measured $D$ and $g$ values.

The belief in (1) has a real derivation behind it. That derivation sums over excited states with the spin of the ground term. States of another spin contribute to $D$ at its leading order but not to $g$ at its leading order, so they can break the relation. In the d$^8$ model worked out below, (1) overestimates $D$ by about 30% of its true value.

## The case for the relation

Let the ground term have spin $S\ge1$ and no orbital degeneracy. Its spatial function $|0\rangle$ can then be chosen real. The orbital angular momentum $\mathbf L$, in units of $\hbar$, is an imaginary operator, so $\langle0|L_a|0\rangle=0$. Spin-orbit coupling therefore has no first-order effect on the term.

Assume now that spin-orbit coupling acts as $\lambda\,\mathbf L\cdot\mathbf S$ and that only excited states $|n\rangle$ of the same spin matter. In a magnetic field $\mathbf B$ the perturbation is

$$V=\lambda\,\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S).$$

The second-order effective Hamiltonian in the $2S+1$ ground spin states is

$$H_{\rm eff}=-\sum_{n\neq0}\frac{\langle0|V|n\rangle\langle n|V|0\rangle}{E_n-E_0}.$$

The spin Zeeman term $g_e\mathbf S$ does not act on spatial functions, so it cannot connect $|0\rangle$ to $|n\rangle$. It enters at first order and supplies the free-electron value $g_e$. The remaining orbital factors collect into

$$\Lambda_a=\sum_{n\neq0}\frac{|\langle n|L_a|0\rangle|^2}{E_n-E_0},\qquad a=x,y,z,$$

where the axes are those in which mixed terms such as $xz$ vanish by symmetry.

The product of two spin-orbit factors gives $-\lambda^2\sum_a\Lambda_aS_a^2$. The spin-orbit and orbital Zeeman factors can appear in either order, which gives twice their product, $-2\lambda\mu_B\sum_a\Lambda_aB_aS_a$. Comparison with $\mu_B\sum_a g_aB_aS_a$ yields

$$g_a=g_e-2\lambda\Lambda_a. \qquad (2)$$

For an axial system $\Lambda_x=\Lambda_y=\Lambda_\perp$. Since $S_x^2+S_y^2=S(S+1)-S_z^2$,

$$-\lambda^2\sum_a\Lambda_aS_a^2=-\lambda^2(\Lambda_z-\Lambda_\perp)S_z^2+\text{constant}.$$

The coefficient of $S_z^2$ is $D$. From (2), $g_\parallel-g_\perp=-2\lambda(\Lambda_z-\Lambda_\perp)$, and multiplying by $\lambda/2$ reproduces $D$. This is (1).

The argument tempts because the same orbital sums appear in both quantities and drop out. No excitation energy has to be known. But they drop out because of the assumption about which states are included.

## What the spin selection rules allow

The microscopic spin-orbit operator is $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with a separate spin for each electron. Each term is a vector operator in spin space, so it can connect a state of spin $S$ to states of spin $S$ and $S\pm1$. The replacement by $\lambda\,\mathbf L\cdot\mathbf S$ removes the changes of spin, because the total spin $\mathbf S$ cannot alter its own magnitude.

The Zeeman operator contains the total $\mathbf L$ and $\mathbf S$, and it conserves the spin quantum number. The leading shift of $g$ has one Zeeman factor and one spin-orbit factor. An intermediate state reached by the spin-orbit factor must be brought back by the Zeeman factor, so its spin must be $S$.

The leading part of $D$ has two spin-orbit factors. The first may flip a spin and the second may flip it back. States of spin $S\pm1$ are therefore admitted. This selection rule covers a d$^3$ quartet with excited doublets as well as a d$^8$ triplet with excited singlets. The size and sign of the effect need a calculation, done here for d$^8$.

## The d$^8$ ion as two holes

Take a tetragonal ligand field acting on a pure d shell, with electron repulsion and spin-orbit coupling. Covalency, charge-transfer states and the magnetic dipole interaction between electron spins are left out. Energies are in cm$^{-1}$.

Eight d electrons are two holes in a full shell. To see how operators change, write a one-electron operator as $\sum o_{pq}a_p^\dagger a_q$. Reordering gives

$$\sum_{pq}o_{pq}a_p^\dagger a_q=\sum_p o_{pp}-\sum_{pq}o_{pq}a_qa_p^\dagger .$$

Since $a_q$ creates a hole in $q$, the hole matrix is $-o^{T}$. In real orbitals this has three consequences:

- The ligand-field matrix is real and symmetric, so it changes sign.
- The matrix of $\mathbf l$ is imaginary and antisymmetric, so $-\mathbf l^T=\mathbf l$. For spin, $-\mathbf s^T$ equals $\mathbf s$ after a rotation of the spin basis. Hence $\mathbf L$ and $\mathbf S$ keep their form.
- In $\mathbf l\cdot\mathbf s$ transposition changes the sign of $\mathbf l$ and, up to that same rotation of the spin basis, the sign of $\mathbf s$; the product keeps its form, and the overall minus sign remains. Spin-orbit coupling becomes $-\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$.

The repulsion between holes equals that between electrons up to a constant, because the full shell is spherical.

Write $\theta$ for the $z^2$ orbital and $\epsilon$ for $x^2-y^2$. These lie highest for electrons, so the holes occupy them, and the spatial part of the ground triplet is

$$|0\rangle=\frac{\theta(1)\epsilon(2)-\epsilon(1)\theta(2)}{\sqrt2}.$$

Repulsion does not mix this function with others. In tetragonal symmetry $\theta$, $\epsilon$ and $xy$ belong to $A_1$, $B_1$ and $B_2$, and $(xz,yz)$ to $E$. The ten antisymmetric pairs give one $B_1$ function, $\theta\epsilon$; the rest are $B_2$, $A_2$ (twice) and $E$ (three times).

Now separate the spin-orbit operator for two holes:

$$\sum_i\mathbf l_i\cdot\mathbf s_i=\tfrac12(\mathbf l_1+\mathbf l_2)\cdot(\mathbf s_1+\mathbf s_2)+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).$$

Multiplying out confirms it: the cross terms $\mathbf l_1\cdot\mathbf s_2$ and $\mathbf l_2\cdot\mathbf s_1$ cancel. With the factor $-\zeta$, the first part is $-\frac12\zeta\,\mathbf L\cdot\mathbf S$, so $\lambda=-\zeta/2$. The second part is odd under exchange of the two spins, so it turns triplets into singlets. It is the part that (1) omits.

## Orbital weights

With normalized orbitals, $\mathbf l=-i\,\mathbf r\times\nabla$ gives

$$l_z\theta=0,\quad l_z\epsilon=2i\,|xy\rangle,\quad l_x\theta=-i\sqrt3\,|yz\rangle,\quad l_x\epsilon=-i\,|yz\rangle .$$

For example, $\epsilon\propto\frac{\sqrt3}{2}(x^2-y^2)$ and $|xy\rangle\propto\sqrt3\,xy$. Then $-i(x\partial_y-y\partial_x)\epsilon\propto-i\frac{\sqrt3}{2}(-4xy)=2i\sqrt3\,xy$.

Applying the sum and the difference of the two angular momenta to $|0\rangle$ gives, with the upper sign for the sum,

$$(l_1\pm l_2)_a|0\rangle=\frac{(l_a\theta)\epsilon\mp\epsilon(l_a\theta)}{\sqrt2}\pm\frac{\theta(l_a\epsilon)\mp(l_a\epsilon)\theta}{\sqrt2},$$

where the first factor in each product belongs to hole 1. The two fractions are orthogonal, so the squared norm is $\|l_a\theta\|^2+\|l_a\epsilon\|^2$. This is $0+4$ for $z$ and $3+1$ for $x$. The total weight is 4 in every direction, for triplets and singlets alike.

It is therefore natural to define mean gaps, $\Delta^t_a$ for triplets and $\Delta^s_a$ for singlets, by

$$\frac1{\Delta^{t}_a}=\frac14\sum_n\frac{|\langle n|(l_1+l_2)_a|0\rangle|^2}{E_n-E_0},\qquad
\frac1{\Delta^{s}_a}=\frac14\sum_n\frac{|\langle n|(l_1-l_2)_a|0\rangle|^2}{E_n-E_0}.$$

The first sum is $\Lambda_a$, so $1/\Delta^t_a=\Lambda_a/4$. With $\lambda=-\zeta/2$, (2) becomes

$$g_a=g_e+\frac{4\zeta}{\Delta^t_a}+O(\zeta^2), \qquad (3)$$

and the triplet part of the splitting is

$$D_T=-4\lambda^2\left(\frac1{\Delta^t_z}-\frac1{\Delta^t_\perp}\right)=-\zeta^2\left(\frac1{\Delta^t_z}-\frac1{\Delta^t_\perp}\right). \qquad (4)$$

Relation (1) reproduces $D_T$ at leading order, not the whole of $D$.

## The singlet contribution

Use the triplet spin states $|T_a\rangle$ defined by $S_a|T_a\rangle=0$. For instance, $|T_z\rangle=(\alpha\beta+\beta\alpha)/\sqrt2$ is the state with $M=0$. The operator $(s_1-s_2)_z$ multiplies $\alpha\beta$ by $+1$ and $\beta\alpha$ by $-1$, so it turns $|T_z\rangle$ into the normalized singlet $(\alpha\beta-\beta\alpha)/\sqrt2$. It annihilates $\alpha\alpha$ and $\beta\beta$, and hence $|T_x\rangle$ and $|T_y\rangle$. By rotation, each component $(s_1-s_2)_a$ acts on $|T_a\rangle$ alone.

The coupling carries the factor $-\zeta/2$. Its square times the orbital sum $4/\Delta^s_a$ gives the energy shift

$$-\sum_a\frac{\zeta^2}{\Delta^s_a}|T_a\rangle\langle T_a|=-\sum_a\frac{\zeta^2}{\Delta^s_a}(1-S_a^2).$$

The last step holds because $S_a^2$ is 0 on $|T_a\rangle$ and 1 on the other two states. The coefficient of $S_a^2$ is now positive, whereas for triplets it was negative. Hence

$$D_S=+\zeta^2\left(\frac1{\Delta^s_z}-\frac1{\Delta^s_\perp}\right),\qquad D=D_T+D_S. \qquad (5)$$

The sign has a simple origin. An excited singlet reached through component $a$ lowers $|T_a\rangle$. An excited triplet reached through component $a$ lowers the other two states and leaves $|T_a\rangle$ alone. If both kinds of gap are anisotropic in the same sense, the contributions to $D$ oppose each other.

## Numbers for a model ion

The parameters are round values, not fitted to a compound. The electron orbital energies are 0 for $xz$ and $yz$, 400 for $xy$, 9000 for $z^2$ and 10500 cm$^{-1}$ for $x^2-y^2$. The Racah repulsion parameters are $B=800$ and $C=3200$ cm$^{-1}$. With $\zeta=300$ cm$^{-1}$, $\lambda=-150$ cm$^{-1}$.

Along $z$ one triplet carries the full weight. It has holes in $\theta$ and $xy$, which is the ground pair with $\epsilon$ turned by 45° about $z$. The repulsion is therefore unchanged, and the gap is $10500-400=10100$ cm$^{-1}$. Along $x$ three triplets share the weight:

$$\frac1{\Delta^t_\perp}=\frac14\left(\frac{3.9732}{9325.4}+\frac{0.0241}{15770.0}+\frac{0.0027}{25504.6}\right)=\frac1{9352.4}\ \text{cm}.$$

The corresponding singlet averages are $\Delta^s_z=22668$ and $\Delta^s_\perp=21924$ cm$^{-1}$. With $\zeta^2=90000$ cm$^{-2}$,

$$D_T=-\frac{90000}{10100}+\frac{90000}{9352.4}=-8.911+9.623=0.712\ \text{cm}^{-1},$$

$$D_S=\frac{90000}{22668}-\frac{90000}{21924}=3.970-4.105=-0.135\ \text{cm}^{-1}.$$

The leading-order total is $D=0.578$ cm$^{-1}$. The g values from (3) are $g_\parallel=2.1211$ and $g_\perp=2.1306$. Relation (1) then returns the triplet value 0.712 cm$^{-1}$, which is 23% above the leading-order total.

The mean singlet gaps are more than twice the mean triplet gaps, yet the effect of the singlets is not negligible. Since $1/a-1/b=-(a-b)/(ab)$,

$$\frac{D_S}{D_T}=-\frac{\Delta^s_z-\Delta^s_\perp}{\Delta^t_z-\Delta^t_\perp}\,\frac{\Delta^t_z\Delta^t_\perp}{\Delta^s_z\Delta^s_\perp}=-\frac{744}{748}\times0.190=-0.19 .$$

The splittings of the mean gaps are nearly equal here, so the correction is set by the squared ratio of the gaps themselves.

## Without perturbation theory

The numerical check also diagonalizes the Hamiltonian in all 45 eight-electron determinants. It repeats the calculation in the 30 triplet states alone, which deletes the singlets and changes nothing else. At $\zeta=300$ cm$^{-1}$:

| Quantity | All states | No singlets |
|---|---:|---:|
| $D$ (cm$^{-1}$) | 0.532 | 0.660 |
| $g_\parallel$ | 2.1178 | 2.1185 |
| $g_\perp$ | 2.1270 | 2.1278 |
| $D$ from (1) (cm$^{-1}$) | 0.690 | 0.695 |

With all states, $D=0.532$ cm$^{-1}$, or 16.0 GHz, and $g_\parallel-g_\perp=-0.00920$. Relation (1) predicts

$$\tfrac12(-150)(-0.00920)=0.690\ \text{cm}^{-1},$$

which is 30% above the $D$ of the same calculation.

Deleting the singlets separates two sources of error. Without them (1) is still 5% too high, relative to the triplet-only $D$. This remainder comes from higher powers of $\zeta$. The program isolates the leading order by diagonalizing at $\zeta=\pm10$ cm$^{-1}$, averaging $D$ over the two signs and taking the slope of $g$ from their difference. The slopes agree within 0.01% with and without singlets. Relation (1) built from the all-state slopes matches the triplet-space $D$ within 0.2%, while the all-state results follow (3) and (5).

The table also shows where the singlets act. Including them lowers $D$ by 0.127 cm$^{-1}$, or 19% of the triplet-only value. The anisotropy $g_\parallel-g_\perp$ changes from $-0.00926$ to $-0.00920$, less than 1%. A calculation that omits the singlets can therefore look sound when judged by its g tensor and still give a poor $D$.

The g values do change slightly, by about $-0.0008$. The statement that spin-flip states do not contribute to $g$ is a leading-order statement. At order $\zeta^2$ there are terms with two spin-orbit factors and one Zeeman factor, and these can pass through a singlet. The part of the singlet-induced change that is even in $\zeta$ was tested by doubling $\zeta$ from 50 to 100 cm$^{-1}$. It grew by a factor of 4.00 for both components, as a quadratic effect should.

## When the singlets cancel everything

A limiting case shows that the missing term can be as large as the one retained. Scale the electron repulsion down while keeping the orbital energies fixed. Without repulsion, the energy of a two-hole state depends on the occupied orbitals and not on the spin. The same orbital excitations, with the same weights, then appear in the triplet and singlet sums. Along $z$ the gap is 10100 cm$^{-1}$ for both. Along $x$, weight 3 goes with moving an electron from $yz$ to $z^2$ and weight 1 with moving it to $x^2-y^2$:

$$\frac14\left(\frac3{9000}+\frac1{10500}\right)=\frac1{9333}\ \text{cm}$$

for both. So $D_S=-D_T$, and the leading-order $D$ vanishes, although the g anisotropy from (3) does not.

The approach to this limit is visible in the ratio $D/D_T$ at leading order. It is 0.81 for the full repulsion, 0.64 for half and 0.44 for a quarter. In this model, the validity of (1) depends on the repulsion keeping the singlets well above the triplets.

At zero repulsion the cancellation is not confined to leading order. The two holes are then independent, spin-orbit coupling turns $\theta$ and $\epsilon$ each into a doublet that time reversal keeps degenerate, and the four states with one hole in each doublet have the same energy. Three of them continue the triplet, so its zero-field splitting is zero for any $\zeta$. The limit is nevertheless a formal one. The fourth state is the singlet with one hole in each of $\theta$ and $\epsilon$. It is degenerate with the triplet, and a magnetic field couples the two because the doublets have different g values, so a spin Hamiltonian for the triplet alone loses its meaning. Moreover, without repulsion and spin-orbit coupling the singlet with both holes in $\epsilon$ lies $10500-9000=1500$ cm$^{-1}$ below the triplet, which is then no longer the ground state. The program checks that the triplet is still lowest for the full, half and quarter repulsion.

## What to compute, and what a fitted λ means

For the d$^8$ ion the singlets reached by $(\mathbf l_1-\mathbf l_2)$ belong in the calculation of $D$. Most of the weight sits in two of them: here a single singlet near 22196 cm$^{-1}$ carries 3.76 of the weight 4 along $z$, and one near 21406 cm$^{-1}$ carries 3.71 along $x$. An excited-state list cut off below 20000 cm$^{-1}$ would miss both. Weight alone does not decide which singlets are needed, because $D_S$ is a small difference of two sums near 4 cm$^{-1}$. The two strong singlets contribute $+3.809$ and $-3.896$ cm$^{-1}$, together $-0.087$ of the $-0.135$ cm$^{-1}$, and the weak singlets between 26000 and 34000 cm$^{-1}$ supply the remaining third. A singlet list cut off between the two strong singlets, at 22000 cm$^{-1}$, with all triplets retained, keeps the $x$ term without its $z$ partner and gives a leading-order $D=0.712-3.896=-3.18$ cm$^{-1}$, far worse than omitting the singlets altogether. The singlets reached along the different axes have to be included together.

For the d$^8$ ion, relation (1) can still serve as a check on the leading same-spin part of $D$, because spin-orbit coupling among the triplets is exactly $\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda=-\zeta/2$. It becomes an estimate of the total spin-orbit $D$ when $|D_S|\ll|D_T|$ and the terms of higher order in $\zeta$ are also small compared with $D_T$. A $\zeta$ much smaller than the gaps does not always guarantee the latter. The tetragonal field splits $\theta$ from $\epsilon$ and $xy$ from $(xz,yz)$ independently, so $\Delta^t_z$ can equal $\Delta^t_\perp$ in a field that is not cubic; $D_T$ then vanishes while the higher-order terms need not. If $D_T$ is not close to zero, the condition on $D_S$ can be met in two ways: the singlets lie far above the triplets, or their mean gaps are nearly isotropic. Neither can be read off from $g$, because at leading order $g$ contains no information about the singlets. If the ground term is orbitally degenerate, or nearly so, the derivations of both (1) and (5) fail.

The same caution applies to extracting $\lambda$. Rearranging (1) with the all-state values gives

$$\lambda_{\rm app}=\frac{2D}{g_\parallel-g_\perp}=\frac{2\times0.5324}{-0.00920}\approx-116\ \text{cm}^{-1},$$

although the Hamiltonian contains $\lambda=-150$ cm$^{-1}$. Reading the 23% reduction in magnitude as a covalent weakening of spin-orbit coupling would be wrong here, since the model has no covalency. With the singlets deleted the same formula gives $-142$ cm$^{-1}$, so most of the discrepancy comes from the spin-flip states.

## Computed values

```
orbital energy z2: 9000 cm^-1
orbital energy x2-y2: 10500 cm^-1
orbital energy xy: 400 cm^-1
orbital energy xz: 0 cm^-1
orbital energy yz: 0 cm^-1
B = 800, C = 3200, zeta = 300 cm^-1
lambda = -zeta/2 = -150 cm^-1; g_e = 2.002319
triplet z: gap 10100.0 cm^-1, weight 4.0000
triplet x: gap 9325.4 cm^-1, weight 3.9732
triplet x: gap 15770.0 cm^-1, weight 0.0241
triplet x: gap 25504.6 cm^-1, weight 0.0027
singlet z: gap 22195.7 cm^-1, weight 3.7573
singlet z: gap 33804.3 cm^-1, weight 0.2427
singlet x: gap 21405.6 cm^-1, weight 3.7066
singlet x: gap 26205.9 cm^-1, weight 0.0610
singlet x: gap 33388.5 cm^-1, weight 0.2324
mean gaps T_z = 10100.0, T_p = 9352.4 cm^-1
mean gaps S_z = 22668.0, S_p = 21924.0 cm^-1
leading order g_par = 2.12113
leading order g_perp = 2.13063
leading order D_T (triplets) = 0.7123 cm^-1
leading order D_S (singlets) = -0.1347 cm^-1
leading order D = 0.5776 cm^-1
relation / true D, leading order = 1.2333
all states: D = 0.5324 cm^-1 = 15.96 GHz
all states: g_par = 2.11776, g_perp = 2.12696
all states: g_par - g_perp = -0.009200
all states: relation gives D = 0.6900 cm^-1
all states: relation / D = 1.2959
all states: 2D/(g_par-g_perp) = -115.7 cm^-1
no singlets: D = 0.6595 cm^-1 = 19.77 GHz
no singlets: g_par = 2.11852, g_perp = 2.12778
no singlets: g_par - g_perp = -0.009264
no singlets: relation gives D = 0.6948 cm^-1
no singlets: relation / D = 1.0535
no singlets: 2D/(g_par-g_perp) = -142.4 cm^-1
growth of singlet effect on g_par, zeta 50 to 100: 3.999
growth of singlet effect on g_perp, zeta 50 to 100: 3.999
repulsion x 1.00: leading-order D/D_T = 0.8109
repulsion x 0.50: leading-order D/D_T = 0.6356
repulsion x 0.25: leading-order D/D_T = 0.4354
repulsion x 0 (limit): |D/D_T| = 0.0000
```
